# Causal interpolation of fermionic Green's functions: Pick criterion and spectral bounds, part 2

The problem is to find causal $f=-G$ with $f(Y_j)=C_j$ at $M$ distinct nodes $Y_j\in\mathbb C^+$ (upper half-plane). Energies are in eV, $G$ in eV$^{-1}$; a star denotes conjugation. Causal means $f\in\mathcal N$: analytic on $\mathbb C^+$ with $\operatorname{Im}f\ge0$; $\mathcal S$ requires $|\theta|\le1$ instead. Lehmann form is $G(z)=\int A(\omega)\,d\omega/(z-\omega)$, $A\ge0$, $\int A\,d\omega=1$. The broadened spectrum is $A_\eta(\omega)=\operatorname{Im}f(\omega+i\eta)/\pi$. For Matsubara data $Y_j=i\omega_j$, $\omega_j=(2j-1)\pi/\beta$. Define

$$b_Y(z)=\frac{z-Y}{z-Y^*},\quad b_j=b_{Y_j},\quad h(u)=\frac{u-i}{u+i},\quad \lambda_j=h(C_j),\quad m_k(\lambda)=\frac{\lambda-\phi_k}{1-\phi_k^*\lambda},$$

$$K_{ij}=\frac{C_i-C_j^*}{Y_i-Y_j^*},\qquad L_{ij}=\frac{1-\lambda_i\lambda_j^*}{-i\,(Y_i-Y_j^*)}.$$

With $\lambda_i^{(1)}=\lambda_i$, $\phi_k=\lambda_k^{(k)}$ and $|\phi_k|<1$, the Schur recursion is

$$\lambda_i^{(k+1)}=\frac{1}{b_k(Y_i)}\,\frac{\lambda_i^{(k)}-\phi_k}{1-\phi_k^*\lambda_i^{(k)}},\qquad i>k. \tag{1}$$

(a) A causal solution exists exactly when $K\ge0$. (b) $K>0$ exactly when (1) runs through all $M$ steps with $|\phi_k|<1$; a free function $\theta_{M+1}\in\mathcal S$ then gives every solution:

$$\theta_k=\frac{b_k\theta_{k+1}+\phi_k}{\phi_k^*b_k\theta_{k+1}+1}\quad(k=M,\dots,1),\qquad f=i\,\frac{1+\theta_1}{1-\theta_1}. \tag{2}$$

$$1-|\theta_k|^2=\frac{(1-|\phi_k|^2)\,(1-|b_k\theta_{k+1}|^2)}{|1+\phi_k^*b_k\theta_{k+1}|^2},\qquad \operatorname{Im}f=\frac{1-|\theta_1|^2}{|1-\theta_1|^2}. \tag{10}$$

$$L_{ij}=\frac{2K_{ij}}{(C_i+i)(C_j+i)^*}. \tag{6}$$

Lemma 4: with $\phi=\phi_1$, $\ell$ the column $L_{i1}$ and $L'$ built from $Y_i,\lambda_i^{(2)}$, $i>1$,

$$S_{ij}\equiv L_{ij}-\frac{L_{i1}L_{1j}}{L_{11}}=E_iL'_{ij}E_j^*,\qquad E_i=\frac{b_1(Y_i)\,(1-\phi^*\lambda_i)}{\sqrt{1-|\phi|^2}}, \tag{7}$$

$$L=\begin{pmatrix}1&0\\ \ell/L_{11}&\mathbb 1\end{pmatrix}\begin{pmatrix}L_{11}&0\\0&S\end{pmatrix}\begin{pmatrix}1&\ell^\dagger/L_{11}\\0&\mathbb 1\end{pmatrix}. \tag{8}$$

With $L_{(k)}$ the leading $k\times k$ block and $E_k^{(j)}$ the factor (7) of node $k$ at step $j$, the pivots are

$$\frac{\det L_{(k)}}{\det L_{(k-1)}}=\frac{1-|\phi_k|^2}{2\operatorname{Im}Y_k}\prod_{j<k}\big|E_k^{(j)}\big|^2. \tag{9}$$

(d) For $K>0$ the values $f(z)$ at $z=\omega+i\eta$ fill a disc, nested in $M$, with centre and radius

$$c=\frac{s}{\Delta},\qquad \varrho=\frac{2\prod_j|b_j(z)|\,(1-|\phi_j|^2)}{\Delta}, \tag{11}$$

$$T=\begin{pmatrix}i&i\\-1&1\end{pmatrix}\prod_{j=1}^{M}\begin{pmatrix}b_j&\phi_j\\\phi_j^*b_j&1\end{pmatrix},\quad \Delta=|T_{22}|^2-|T_{21}|^2,\quad s=T_{12}T_{22}^*-T_{11}T_{21}^*.$$

A value $w$ is allowed exactly when $K$ extended by the pair $(z,w)$ is semidefinite. With $u_i=1/(Y_i-z^*)$, $v_i=C_iu_i$, $q=u^\dagger K^{-1}u$, $\nu=v^\dagger K^{-1}u$, $\sigma=v^\dagger K^{-1}v$ and $q\to q_0$ as $\eta\to0$,

$$\varrho=\frac{1}{2\eta q_0}+O(1),\qquad \operatorname{Im}c-\varrho=\frac{(\operatorname{Im}c)^2-\varrho^2}{\operatorname{Im}c+\varrho}=\frac{[\sigma q-(\operatorname{Re}\nu)^2]/q^2}{\operatorname{Im}c+\varrho}=O(\eta). \tag{12}$$

Lemma 5: (i) If $f\in\mathcal N$ is bounded on $\operatorname{Im}z\ge\eta$, then $\int A_\eta\,d\omega=\lim_{y\to\infty}y\operatorname{Im}f(iy+i\eta)$, finite or infinite. (ii) If $f\in\mathcal N$ and $|f(z)|\le1/\operatorname{Im}z$, then $f=\int d\mu/(\omega-z)$ with $\mu\ge0$ of weight $\lim_{y\to\infty}y\operatorname{Im}f(iy)\le1$.

Still to be proved is (e): for $K>0$ and constant $|\theta_{M+1}|<1$, $\int A_\eta\,d\omega=\infty$. If all $C_j\neq0$, a solution $f=\int d\mu/(\omega-z)$ with $\mu\ge0$ of weight at most 1 exists exactly when $K-CC^\dagger\ge0$, where $C$ is the column of the $C_j$. This is the Pick condition for $-\Sigma$, with $G=1/(z-\Sigma)$. If $K-CC^\dagger>0$, there are solutions of weight exactly 1.

## Proof of (e)

Take $K>0$ and a constant $|\theta_{M+1}|<1$. Then $f$ is rational. As $z\to\infty$ all $b_k\to1$, and (10) with $b_k=1$ still gives $|\theta_k(\infty)|<1$ at each step. So $f(\infty)$ is finite with $\operatorname{Im}f(\infty)>0$. A rational function without poles in $\mathbb C^+$ and finite at infinity is bounded on $\operatorname{Im}z\ge\eta$, and Lemma 5(i) gives infinite weight. The spectrum tends to the constant background $\operatorname{Im}f(\infty)/\pi$.

For necessity of the second statement let $f=\int d\mu/(\omega-z)$ with weight $\mathsf m\le1$. Since $\frac1{\omega-Y_i}-\frac1{\omega-Y_j^*}=\frac{Y_i-Y_j^*}{(\omega-Y_i)(\omega-Y_j^*)}$,

$$K_{ij}=\int\frac{d\mu(\omega)}{(\omega-Y_i)(\omega-Y_j)^*},\qquad C_i=\int\frac{d\mu(\omega)}{\omega-Y_i}\cdot1,\qquad \mathsf m=\int1\cdot1\,d\mu. \tag{13}$$

These are the blocks of the Gram matrix of the functions $1/(\omega-Y_i)$ and $1$, so $\begin{pmatrix}K&C\\C^\dagger&\mathsf m\end{pmatrix}\ge0$. Raising the corner to 1 keeps the inequality, and eliminating the corner as in (8) gives $K-CC^\dagger\ge0$.

For sufficiency consider $g=-1/f-z=1/G-z=-\Sigma$, where $\Sigma$ includes the static one-body level. Its data are $-1/C_j-Y_j$, and its Pick matrix is

$$\frac{-1/C_i+1/C_j^*-(Y_i-Y_j^*)}{Y_i-Y_j^*}=\frac{K_{ij}}{C_iC_j^*}-1=\frac{(K-CC^\dagger)_{ij}}{C_iC_j^*}.$$

It is congruent to $K-CC^\dagger$, so (a) supplies $g\in\mathcal N$. Then $f=-1/(z+g)$ interpolates. Because $\operatorname{Im}(z+g)\ge\operatorname{Im}z$, it satisfies $\operatorname{Im}f>0$ and $|f|\le1/\operatorname{Im}z$, and Lemma 5(ii) applies. If $K-CC^\dagger>0$, the choice of a constant free function of modulus below 1 makes $g$ finite at infinity, so $y\operatorname{Im}f(iy)=\operatorname{Im}[-y/(iy+g)]\to\operatorname{Im}i=1$, and the weight is 1. $\square$

No solution of weight at most 1 is missed by this route. For non-zero $\mu$ of weight $\mathsf m\le1$, the Cauchy–Schwarz inequality gives $|f|^2\le \mathsf m\int d\mu/|\omega-z|^2=\mathsf m\operatorname{Im}f/\operatorname{Im}z$, hence $\operatorname{Im}g=\operatorname{Im}f/|f|^2-\operatorname{Im}z\ge0$.

## Remarks

**Least weight.** Applying (e) to $f/\mathsf m$ shows that weight at most $\mathsf m$ is possible if and only if $\mathsf mK-CC^\dagger\ge0$. For $K>0$, eliminating the block $K$ of the bordered matrix instead of the corner gives the equivalent condition $\mathsf m\ge \mathsf m_{\min}=C^\dagger K^{-1}C$.

**Negative weights.** For $f=\sum_{l=1}^pw_l/(\epsilon_l-z)$ with real weights of either sign, (13) is $K=VWV^\dagger$ with $V_{il}=1/(\epsilon_l-Y_i)$ and $W=\operatorname{diag}(w_l)$. For $p\le M$, $V$ has full column rank: if $\sum_lx_l/(\epsilon_l-z)$ vanishes at $M\ge p$ points, its numerator, of degree at most $p-1$, is zero, and so are all residues $x_l$. Then $V^\dagger x=e_l$ is solvable and $x^\dagger Kx=w_l$, so a negative weight is always detected. For $p>M$ this argument fails, and $K\ge0$ shows only that some causal function fits the data, not that the function which produced them is causal.

**The free function must be bounded by 1.** For a constant $|\theta_{M+1}|>1$, (2) still interpolates wherever its denominators do not vanish at the nodes, because $b_k(Y_k)=0$ gives $\theta_k(Y_k)=\phi_k$ and the remaining steps invert (1). On the real axis $|b_k|=1$, and (10) gives $|\theta_k|>1$ at every step, so $\operatorname{Im}f<0$ there.

**Choice of unit.** The map $h$ compares $f$ with 1 eV$^{-1}$. In another unit $\phi_1$ changes, but $m_1\circ h$ remains a conformal bijection of $\mathbb C^+$ onto the disc that sends $C_1$ to 0. Two such maps differ by a bijection $F$ of the disc fixing 0. The Schwarz lemma applied to $F$ and $F^{-1}$ gives $|F(w)|=|w|$, so $F$ is a rotation. Formula (1) carries a common phase through unchanged, and $b_k$ is invariant under scaling of energies. Hence $|\phi_k|$ for $k\ge2$ and the solution with $\theta_{M+1}=0$ do not depend on the unit.

**Where the bounds are tight.** For data of Lehmann form, $x^\dagger Kx=\int A\,|R_x|^2d\omega'$ with $R_x(\omega')=\sum_ix_i^*/(\omega'-Y_i)$, and $x^\dagger u\to-R_x(\omega)$ as $\eta\to0$. The Cauchy–Schwarz inequality $|x^\dagger u|^2\le(x^\dagger Kx)(u^\dagger K^{-1}u)$, with equality at $x=K^{-1}u$, gives $q_0=\max_x|R_x(\omega)|^2/\int A|R_x|^2d\omega'$. At leading order in $\eta$ the disc is small where some $R_x$ can be large at $\omega$ and small on the support of $A$, which is possible inside a gap and restricted by smoothness inside a band.

**Scope.** The proof uses $A\ge0$ for a scalar function. A function whose spectrum changes sign is not in $\mathcal N$, and the theorem does not apply to it as it stands. Examples are a non-zero off-diagonal element with a real spectrum of zero total weight, and a bosonic function with positive weight at positive and negative weight at negative frequencies.

## Worked example

The model has two semicircular bands of half-width $D=1$ eV, with weight 0.6 centred at $-1.5$ eV and weight 0.4 centred at $+2$ eV. One band centred at $\epsilon$ has $G=(2/D^2)\,[\zeta-\sqrt{\zeta-D}\sqrt{\zeta+D}]$ with $\zeta=z-\epsilon$ and principal roots. This function is analytic off $[-D,D]$. It decays as $1/\zeta$ because the product of roots is $\zeta-D^2/(2\zeta)+\dots$, and just above the cut the product is $i\sqrt{D^2-x^2}$, so $A=2\sqrt{D^2-x^2}/(\pi D^2)$. The inverse temperature is $\beta=10$ eV$^{-1}$ ($T=1160.5$ K) and $M=8$. The numbers come from the numerical check, which runs the recursion with 60 digits. It tests $C_j$ and the Gram form (13) of $K$ against quadrature over the spectrum, and the identity of Lemma 4 symbolically.

| $k$ | $\omega_k$ (eV) | $\lvert\phi_k\rvert$ | pivot (eV$^{-1}$) |
|---|---|---|---|
| 1 | 0.3142 | 0.7455 | $7.07\times10^{-1}$ |
| 2 | 0.9425 | 0.7586 | $4.59\times10^{-2}$ |
| 3 | 1.5708 | 0.7255 | $2.11\times10^{-3}$ |
| 4 | 2.1991 | 0.6694 | $8.28\times10^{-5}$ |
| 5 | 2.8274 | 0.7068 | $2.51\times10^{-6}$ |
| 6 | 3.4558 | 0.8204 | $4.34\times10^{-8}$ |
| 7 | 4.0841 | 0.7900 | $7.94\times10^{-10}$ |
| 8 | 4.7124 | 0.8943 | $7.21\times10^{-12}$ |

The first two steps can be followed by hand. With $C_1=-0.214423+0.152646i$ and $C_2=-0.113959+0.294487i$ eV$^{-1}$,

$$\phi_1=\frac{-0.214423-0.847354i}{-0.214423+1.152646i}=\frac{-0.930722+0.428846i}{1.374570}=-0.677100+0.311986i .$$

The first pivot is $(1-0.745520^2)/(2\times0.314159)=0.444200/0.628318=0.70697$ eV$^{-1}$. Next, $\lambda_2=-0.533132+0.134968i$ and $b_1(Y_2)=(\omega_2-\omega_1)/(\omega_2+\omega_1)=1/2$. Then $\lambda_2-\phi_1=0.143968-0.177018i$ and $1-\phi_1^*\lambda_2=0.596908-0.074943i$, of squared modulus 0.361915, so

$$\phi_2=2\times\frac{0.099202-0.094874i}{0.361915}=0.54821-0.52429i .$$

With $|E_2^{(1)}|^2=0.25\times0.361915/0.444200=0.20369$, formula (9) gives the second pivot $0.20369\times(1-0.758556^2)/(2\times0.942478)=0.045882$ eV$^{-1}$. On the matrix side $K_{11}=0.485887$, $K_{22}=0.312460$ and $K_{12}=(-0.100464+0.447133i)/(1.256637\,i)=0.355817+0.079947i$ eV$^{-2}$, so $\det K_{(2)}=0.151820-0.132997=0.018823$ eV$^{-4}$. By (6), with $|C_2+i|^2=1.688684$, $\det L_{(2)}=4\times0.018823/(1.374570\times1.688684)=0.03244$, which equals the product of pivots $0.70697\times0.045882=0.03244$. The program tests (9) against determinants for all eight orders.

The eigenvalues of $K$ run from 1.22 down to $2.1\times10^{-13}$ eV$^{-2}$, while no $|\phi_k|$ exceeds 0.90. In this model the smallness of the pivots comes from the accumulated factors $|E|^2$ in (9) and not from parameters close to the unit circle.

Five free functions were tested: $0$, $i/2$, $-1$, $0.9\,b_{1+i}(z)$ and $e^{iz}$. All reproduce the data, and the smallest $A_\eta$ on a grid with $\eta=0.05$ eV and $|\omega|$ up to about 6 eV is $5.9\times10^{-4}$ eV$^{-1}$. The constant 1.5 also reproduces the data, and its largest $\operatorname{Im}f/\pi$ on the real-axis grid is $-2.8\times10^{-6}$ eV$^{-1}$. Running the recursion on the exact $f(z)$ gives a $\theta_9$ whose largest modulus on the test grid is 0.9988, so the exact function passes the test of belonging to the family (2).

At $z=-1.5+0.5i$ eV the radius (11) is 0.874, 0.248, 0.0840 and 0.0283 eV$^{-1}$ for $M=2,4,6,8$. The nesting is tested, and at two points $z$ so is the sign change of the extended Pick determinant between $0.999\varrho$ and $1.001\varrho$. For $M=8$ and $\omega=-1.5$ eV the radius is $8.1\times10^{-4}$, 1.11, 12.7 and 127.5 eV$^{-1}$ at $\eta=1$, 0.1, 0.01 and 0.001 eV, and the tested ratio between $\eta=10^{-8}$ and $10^{-7}$ eV is 10.000, as (12) requires. From $\eta\varrho\approx0.1275$, $1/q_0\approx0.255$: at small $\eta$ the upper bound has the height of a delta peak of weight about 0.255, in the middle of a smooth band. This bound, like those in the table below, uses causality only. If the total weight is also required to be at most 1, the largest delta weight at $-1.5$ eV is 0.221, and the interval at $\eta=0.1$ eV narrows from 0.134 to 0.840 down to 0.155 to 0.741 eV$^{-1}$.

The table gives $A_\eta$ in eV$^{-1}$. The $G$ route applies (2) to $-G$ and the $\Sigma$ route to $-\Sigma$, both with free function 0 and the nodes in increasing order. The solution with free function 0 depends on this order: with the nodes reversed the $G$ route gives 0.241 in place of 0.545 eV$^{-1}$ at $\eta=0.1$ eV, $\omega=-1.5$ eV.

| $\eta$, $\omega$ (eV) | exact | $G$ | $\Sigma$ | bounds |
|---|---|---|---|---|
| 0.5, $-1.5$ | 0.2415 | 0.2461 | 0.2423 | 0.2325 to 0.2505 |
| 0.5, 0 | 0.06890 | 0.06890 | 0.06891 | 0.06889 to 0.06891 |
| 0.5, 2 | 0.1655 | 0.1663 | 0.1701 | 0.1563 to 0.1742 |
| 0.1, $-1.5$ | 0.347 | 0.545 | 0.285 | 0.134 to 0.840 |
| 0.1, 0 | 0.01681 | 0.01683 | 0.01681 | 0.01680 to 0.01715 |
| 0.1, 2 | 0.232 | 0.220 | 0.379 | 0.081 to 0.603 |

The width of each interval is $2\varrho/\pi$, for example $2\times1.109/\pi=0.706=0.8395-0.1335$. At $\eta=0.5$ eV and $\omega=-1.5$ eV the half-width $0.0283/\pi=0.0090$ eV$^{-1}$ is 3.7% of the exact value. At $\eta=0.1$ eV the $G$ route deviates from the exact value by $+57\%$ at $-1.5$ eV and $-5\%$ at 2 eV, and the $\Sigma$ route by $-18\%$ and $+63\%$. Both are exact causal interpolants of exact data, and neither is uniformly closer: the deviation belongs to the free function. The intervals are much narrower at $\omega=0$, inside the gap. Part of this comes from the position alone, since $z=i\eta$ lies near the nodes and the factors $|b_j(z)|$ in (11) are smaller there. For a single gapless semicircular band from $-2.5$ to $3$ eV the widths at $\omega=0$ and $-1.5$ eV are 0.0021 and 0.020 eV$^{-1}$ at $\eta=0.5$ eV, and 0.21 and 0.41 eV$^{-1}$ at $\eta=0.1$ eV. The much stronger narrowing in the two-band model is due to the gap and agrees in direction with the variational form of $q_0$.

The $G$ route has $f(\infty)=(0.80+4.23i)\times10^{-6}$ eV$^{-1}$, a background of $4.2253\times10^{-6}/\pi=1.345\times10^{-6}$ eV$^{-1}$. The linear growth of the weight with this slope is tested at very large $|\omega|$. At $\eta=0.1$ eV the weight is 0.9934 in $|\omega|<10$ eV and 1.0026 in $|\omega|<1000$ eV. A Lorentzian loses $2\eta/(\pi W)$ outside $\pm W$ at leading order in $1/W$, which is 0.0064 for $W=10$ eV, and the background adds $2\times1000\times1.345\times10^{-6}=0.0027$ for $W=1000$ eV. Both estimates together give $1-0.00637+0.00003=0.9937$ and $1-0.00006+0.00269=1.0026$ if the remaining weight is taken as 1, which the $G$ route does not guarantee. The $\Sigma$ route gives total weight 1, tested to $10^{-6}$. The least weight is $\mathsf m_{\min}=1-1.9\times10^{-6}$. Data scaled by $0.999/\mathsf m_{\min}$ pass the recursion for $-\Sigma$, and data scaled by $1.001/\mathsf m_{\min}$ fail it while still passing the recursion for $-G$.

With random relative noise of size $10^{-2},10^{-3},\dots,10^{-6}$ on the $C_j$, in the first of two draws at each level, the recursion fails at $k=4,5,7,7,8$. In all sixteen draws (two at each noise level from $10^{-2}$ to $10^{-9}$) it agrees with the first negative minor of $K$, or with the absence of one. Data rounded to four decimals fail at $k=7$ with $|\phi_7|=5.75$. The first draws with noise $10^{-7}$, $10^{-8}$ and $10^{-9}$ leave $K>0$. Even at the weakest noise the typical change of $K_{88}$, about $10^{-9}|C_8|/\omega_8\approx10^{-9}\times0.19/4.7\approx4\times10^{-11}$ eV$^{-2}$, is roughly two orders of magnitude above the smallest eigenvalue. A perturbation $\delta K$ of norm below the smallest eigenvalue is sufficient to keep $K>0$. These draws show that it is not necessary, but single draws do not fix the tolerance. The perturbation is structured: $\delta K_{ij}=-i(\delta C_i-\delta C_j^*)H_{ij}$ with $H_{ij}=1/(\omega_i+\omega_j)$, so $x^\dagger\delta Kx=2\operatorname{Im}\sum_i\delta C_i\,x_i^*(Hx)_i$. It is a conjecture, not tested here, that $Hx$ is small for the eigenvectors with small eigenvalues. The exact statement follows from (d): with the first $M-1$ values fixed and definite, $C_M$ may lie anywhere in their disc at $z=Y_M$.

For the singular case take poles at $-2$, 0.5 and 1.5 eV with weights 0.5, 0.3 and 0.2, and $M=6$. Then $K$ has rank 3, with non-zero eigenvalues $4.70\times10^{-3}$, 0.173 and 1.861 eV$^{-2}$. The moduli are $|\phi_k|=0.5358,\ 0.7526,\ 0.7455,\ 1$, with $\phi_4=-0.791789+0.610795i$, and (2) with $\theta_4\equiv\phi_4$ reproduces the three-pole function at the tested points away from the nodes. The value of $|\phi_3|$ agrees in its printed digits with $|\phi_1|$ of the band model. Nothing in the derivation links the two numbers, and the agreement is taken as a coincidence. With weights 0.7, 0.4 and $-0.1$ and $M=3$, the lowest eigenvalue is $-5.8\times10^{-4}$ eV$^{-2}$ and the recursion fails at $k=3$, where the number of nodes first reaches the number of poles.

## Calculated quantities

```
model bands (weight, centre eV, half-width eV): [(0.6, -1.5, 1.0), (0.4, 2.0, 1.0)]
beta = 10.0 1/eV, T = 1160.5 K, M = 8
k, w_k (eV), C_k (1/eV), phi_k, |phi_k|, pivot of L (1/eV)
1 0.314159 -0.214423+0.152646i -0.677100+0.311986i 0.745520 7.0697e-01
2 0.942478 -0.113959+0.294487i +0.548206-0.524287i 0.758556 4.5882e-02
3 1.570796 -0.058233+0.310644i -0.681593+0.248467i 0.725469 2.1095e-03
4 2.199115 -0.031987+0.289097i -0.415299-0.524955i 0.669366 8.2773e-05
5 2.827433 -0.019059+0.259801i -0.695290+0.127044i 0.706801 2.5076e-06
6 3.455752 -0.012223+0.231786i -0.749598-0.333340i 0.820374 4.3424e-08
7 4.084070 -0.008342+0.207310i -0.777790+0.138446i 0.790015 7.9439e-10
8 4.712389 -0.005991+0.186518i -0.884645-0.130795i 0.894261 7.2143e-12
lam_1 = -0.677100+0.311986i  lam_2 = -0.533132+0.134968i  b_1(Y_2) = +0.500000+0.000000i
K11, K12, K22 (1/eV^2): +0.485887+0.000000i +0.355817+0.079947i +0.312460+0.000000i
det K(2x2) = 1.882325e-02 1/eV^4
eigenvalues of K: largest 1.2247e+00, smallest 2.1110e-13 1/eV^2
min A at eta=0.05 eV, |w|<6 eV, five free functions: 5.8583e-04 1/eV
free function 1.5: largest A on real axis -2.8334e-06 1/eV
largest |theta_(M+1)| of the exact function on test grid: 0.998796
disc radius at -1.5+0.5i eV, M=2: 8.7366e-01 1/eV
disc radius at -1.5+0.5i eV, M=4: 2.4755e-01 1/eV
disc radius at -1.5+0.5i eV, M=6: 8.4015e-02 1/eV
disc radius at -1.5+0.5i eV, M=8: 2.8303e-02 1/eV
disc radius at w=-1.5 eV, eta=1 eV, M=8: 8.1276e-04 1/eV
disc radius at w=-1.5 eV, eta=0.1 eV, M=8: 1.1090e+00 1/eV
disc radius at w=-1.5 eV, eta=0.01 eV, M=8: 1.2734e+01 1/eV
disc radius at w=-1.5 eV, eta=0.001 eV, M=8: 1.2752e+02 1/eV
radius(eta=1e-8)/radius(eta=1e-7) = 10.00000
eta, w (eV); A exact, G route, Sigma route, lower, upper bound (1/eV)
0.5 -1.5 0.24148 0.24609 0.24232 0.23249 0.25051
0.5 0 0.06890 0.06890 0.06891 0.06889 0.06891
0.5 2 0.16550 0.16630 0.17012 0.15629 0.17423
0.1 -1.5 0.34679 0.54505 0.28537 0.13354 0.83953
0.1 0 0.01681 0.01683 0.01681 0.01680 0.01715
0.1 2 0.23211 0.22008 0.37867 0.08073 0.60309
G route, free function 0: f(inf) = 7.9914e-07 + i 4.2253e-06 1/eV
background A(inf) = 1.3450e-06 1/eV
G route weight in |w|<10 eV, eta=0.1 eV: 0.993404
G route weight in |w|<1000 eV, eta=0.1 eV: 1.002602
Sigma route total weight, eta=0.1 eV: 1.00000000
least weight C^+ K^-1 C: 1 - m_min = 1.9312e-06
first failing order, relative noise 1e-2..1e-9: [4, 5, 7, 7, 8, None, None, None]
data rounded to 4 decimals: fails at k=7, |phi_k|=5.7534
poles (eV): [-2.0, 0.5, 1.5] weights: ['0.5', '0.3', '0.2'] M=6, rank K = 3
nonzero eigenvalues (1/eV^2): 4.7024e-03 1.7304e-01 1.8609e+00
|phi_k|: 0.535839 0.752571 0.745520 1.000000  phi_4 = -0.791789+0.610795i
weights ['0.7', '0.4', '-0.1'] M=3: lowest eigenvalue -5.8456e-04 1/eV^2, fails at k=3
```
